\section*{Circular phonons at the corners of a honeycomb lattice with unequal masses}

\section*{Question}

I am trying to understand ``circular phonons'' with the simplest model I can write down. It is a flat honeycomb lattice with masses $M_A$ and $M_B$ on its two sublattices. Nearest neighbours are joined by springs of constant $k$, and second neighbours, which belong to the same sublattice, by springs of constant $g$. All springs are unstretched at rest, and the atoms move only in the plane.

At the zone corner $K$ my $4\times4$ dynamical matrix has complex entries, and so do its eigenvectors. I have read that the nondegenerate modes there have atoms going round in circles, clockwise or counterclockwise, and that the sense is reversed at the opposite corner. Three things block me.

\begin{enumerate}
\item How do I see the circles from the matrix? The overall phase of an eigenvector is arbitrary, so complex entries alone prove nothing.
\item The springs and masses are real, and nothing in the model is handed. Where does a sense of rotation come from?
\item Why must the masses differ? With $M_A=M_B$ two of my four frequencies coincide, but I do not see what that has to do with circles.
\end{enumerate}

Could someone do the diagonalisation by hand, with numbers? I use Rydberg units and have been playing with $M_A=20000$, $M_B=10000$ (in units of $2m_e$), $k=0.4$ and $g=0.05\ \mathrm{Ry}/a_0^2$, and bond length $d=3\,a_0$.

\section*{Answer}

Write the matrix in a basis of circular motions instead of $x$ and $y$. At $K$ nearly all its off-diagonal elements then vanish, and your three questions can be answered from what is left.

\subsection*{The dynamical matrix}

Let the bonds from an $A$ atom to its $B$ neighbours be $\boldsymbol\delta_j=d\,\mathbf n_j$, with $\mathbf n_j=(\cos\theta_j,\sin\theta_j)$ and $\theta_j=0,\ 2\pi/3,\ 4\pi/3$. If the ends of a spring are displaced by a relative amount $\mathbf w$, its length changes by
\begin{equation}
|d\,\mathbf n+\mathbf w|-d=\mathbf n\cdot\mathbf w+O(w^2/d).
\end{equation}
Because the spring is unstretched at rest, its energy to second order is $\tfrac12k(\mathbf n\cdot\mathbf w)^2$. Sideways displacement costs nothing at this order. The equation of motion of an $A$ atom at $\mathbf r$ is therefore
\begin{align}
M_A\ddot{\mathbf u}_A(\mathbf r)={}&k\sum_{j=1}^{3}\mathbf n_j\,\mathbf n_j\!\cdot\![\mathbf u_B(\mathbf r+\boldsymbol\delta_j)-\mathbf u_A(\mathbf r)]\nonumber\\
&+g\sum_{\mathbf R}\mathbf m_R\,\mathbf m_R\!\cdot\![\mathbf u_A(\mathbf r+\mathbf R)-\mathbf u_A(\mathbf r)],
\end{align}
where $\mathbf R$ runs over the six second neighbours and $\mathbf m_R=\mathbf R/|\mathbf R|$. For $B$ atoms, exchange the labels and replace $\boldsymbol\delta_j$ by $-\boldsymbol\delta_j$. Insert the wave
\begin{equation}
\mathbf u_\kappa(\mathbf r,t)=\mathrm{Re}\!\left[\frac{Q}{\sqrt{M_\kappa}}\,\mathbf e_\kappa\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}\right],\qquad |\mathbf e_A|^2+|\mathbf e_B|^2=1,
\label{wave}
\end{equation}
with $\mathbf r$ the true rest position of each atom. This gives $\omega^2\mathbf e=D\mathbf e$ with
\begin{align}
D_{\kappa\kappa}&=\frac1{M_\kappa}\Big[k\sum_j\mathbf n_j\mathbf n_j^{T}+g\sum_{\mathbf R}\mathbf m_R\mathbf m_R^{T}(1-\cos\mathbf q\cdot\mathbf R)\Big],\\
D_{AB}&=-\frac{k}{\sqrt{M_AM_B}}\sum_j\mathbf n_j\mathbf n_j^{T}e^{i\mathbf q\cdot\boldsymbol\delta_j},\qquad D_{BA}=D_{AB}^\dagger .
\end{align}
The sine terms in $D_{\kappa\kappa}$ have cancelled between $\mathbf R$ and $-\mathbf R$.

\subsection*{Circular basis at the corner}

Take $\mathbf K=(0,\,4\pi/(3\sqrt3\,d))$. Since $\boldsymbol\delta_2$ and $\boldsymbol\delta_3$ have $y$ components $\pm\sqrt3\,d/2$, the products $\mathbf K\cdot\boldsymbol\delta_j$ are $0$, $2\pi/3$ and $-2\pi/3$. Up to a multiple of $2\pi$ these are the bond angles themselves:
\begin{equation}
e^{i\mathbf K\cdot\boldsymbol\delta_j}=e^{i\theta_j}.
\label{phase}
\end{equation}
The phase of the wave advances from bond to bond in the same sense as the bond direction turns. This is where a handedness enters. It belongs to the chosen wavevector taken relative to the $A\to B$ bond directions, not to the springs. Reversing $\mathbf K$ conjugates these phases. So does exchanging the two species between the sites at fixed $\mathbf K$, which replaces $\boldsymbol\delta_j$ by $-\boldsymbol\delta_j$.

Now define $\mathbf c_\pm=(1,\pm i)/\sqrt2$. With the time factor of (\ref{wave}),
\begin{equation}
\mathrm{Re}[\mathbf c_\pm e^{-i\omega t}]=\tfrac1{\sqrt2}(\cos\omega t,\ \pm\sin\omega t),
\end{equation}
so $\mathbf c_+$ is counterclockwise and $\mathbf c_-$ clockwise motion. An overall phase merely shifts the starting point on the circle, which removes your first worry: what matters is whether $\mathbf e_\kappa$ is proportional to $\mathbf c_+$ or to $\mathbf c_-$.

For $s,s'=\pm1$ we have $\mathbf c_s^\dagger\mathbf n=e^{-is\theta}/\sqrt2$ and $\mathbf n^T\mathbf c_{s'}=e^{is'\theta}/\sqrt2$, hence
\begin{equation}
\mathbf c_s^\dagger\,\mathbf n\mathbf n^T\mathbf c_{s'}=\tfrac12e^{i(s'-s)\theta}.
\label{element}
\end{equation}

\emph{Diagonal blocks.} Summed over the three bonds, (\ref{element}) gives $3/2$ for $s=s'$ and zero otherwise, because $e^{\pm2i\theta_j}$ sums to zero. Thus $\sum_j\mathbf n_j\mathbf n_j^T=\tfrac32\,\mathbb 1$. The six second neighbours lie along three directions $120^\circ$ apart, each counted twice, so $\sum_{\mathbf R}\mathbf m_R\mathbf m_R^T=3\,\mathbb 1$. Each $\mathbf R$ is a difference of two $\boldsymbol\delta_j$, so $\mathbf K\cdot\mathbf R=\pm2\pi/3$ up to multiples of $2\pi$, and $1-\cos\mathbf K\cdot\mathbf R=3/2$. Therefore
\begin{equation}
D_{\kappa\kappa}(\mathbf K)=\frac{\alpha}{M_\kappa}\,\mathbb 1,\qquad \alpha=\tfrac32k+\tfrac92g .
\end{equation}

\emph{Off-diagonal block.} Equations (\ref{phase}) and (\ref{element}) give $\tfrac12\sum_je^{i(1+s'-s)\theta_j}$. The exponent factor $1+s'-s$ is $1$ for $s=s'$, $-1$ for $(s,s')=(+,-)$, and $3$ for $(-,+)$. The first two sums vanish. In the last every term is one, and the result is $3/2$:
\begin{equation}
D_{AB}(\mathbf K)=-\frac{\beta}{\sqrt{M_AM_B}}\;\mathbf c_-\mathbf c_+^\dagger,\qquad\beta=\tfrac32k .
\end{equation}
Clockwise motion of $A$ couples to counterclockwise motion of $B$, and nothing else couples.

\subsection*{The four modes}

Write $a=\alpha/M_A$, $b=\alpha/M_B$ and $c=\beta/\sqrt{M_AM_B}$. Two modes can be read off:
\begin{itemize}
\item $A$ alone moves, counterclockwise, with $\omega^2=a$;
\item $B$ alone moves, clockwise, with $\omega^2=b$.
\end{itemize}
The other two are $\mathbf e_A=x\,\mathbf c_-$, $\mathbf e_B=y\,\mathbf c_+$ with
\begin{equation}
\begin{pmatrix}a&-c\\-c&b\end{pmatrix}\begin{pmatrix}x\\y\end{pmatrix}=\lambda\begin{pmatrix}x\\y\end{pmatrix},\qquad (a-\lambda)(b-\lambda)=c^2 ,
\label{secular}
\end{equation}
and so
\begin{equation}
\lambda_\pm=\frac{a+b}2\pm S,\qquad S=\sqrt{\frac{(a-b)^2}4+c^2}.
\end{equation}

Can frequencies coincide by accident? In (\ref{secular}) the right side is positive, so $a-\lambda$ and $b-\lambda$ have the same sign, and $\lambda$ lies outside the interval between $a$ and $b$. Since $\lambda_++\lambda_-=a+b$, one root lies below it and one above. For $k>0$ and $M_A\neq M_B$,
\begin{equation}
\lambda_-<\frac{\alpha}{M_{\rm heavy}}<\frac{\alpha}{M_{\rm light}}<\lambda_+ .
\end{equation}
All four modes are nondegenerate, and in each of them every moving atom runs on a circle.

The lowest root is positive because $\lambda_+\lambda_-=ab-c^2=(\alpha^2-\beta^2)/(M_AM_B)$ and $\alpha-\beta=\tfrac92g>0$. If $g\to0$, then $\lambda_-\to0$. In that limit (\ref{secular}) gives $x/y=c/a=\sqrt{M_A/M_B}$, so the displacement amplitudes $x/\sqrt{M_A}$ and $y/\sqrt{M_B}$ are equal. Along bond $j$ the $A$ displacement has component $\mathbf n_j\cdot\mathbf c_-=e^{-i\theta_j}/\sqrt2$. That of $B$, including the Bloch phase, is $e^{i\theta_j}\,\mathbf n_j\cdot\mathbf c_+=e^{2i\theta_j}/\sqrt2$. The two are equal because $e^{3i\theta_j}=1$. The atoms counter-rotate without stretching any bond to first order, and only the second-neighbour springs oppose this motion.

\subsection*{Orbit size and angular momentum}

Let $w_\kappa=|\mathbf e_\kappa|^2$. From (\ref{wave}), an atom with purely circular $\mathbf e_\kappa$ has orbit radius $r_\kappa=|Q|\sqrt{w_\kappa/(2M_\kappa)}$. Its angular momentum about its rest site is $s_\kappa M_\kappa r_\kappa^2\omega=\tfrac12s_\kappa w_\kappa\omega|Q|^2$, where $s_\kappa=\pm1$ is its sense. The kinetic energy per cell is $\sum_\kappa\tfrac12M_\kappa r_\kappa^2\omega^2=\tfrac14\omega^2|Q|^2$. In a harmonic mode the mean potential energy equals the mean kinetic energy, so the total is $E=\tfrac12\omega^2|Q|^2$. Dividing, and setting $E=\hbar\omega$, we find the angular momentum per quantum
\begin{equation}
\ell=\hbar\sum_\kappa s_\kappa w_\kappa .
\end{equation}
It is $+\hbar$ for the $A$-only mode and $-\hbar$ for the $B$-only mode. For the coupled pair $\ell/\hbar=w_B-w_A$. The first row of (\ref{secular}) gives $y/x=(a-\lambda)/c$; squaring and replacing $c^2$ by $(a-\lambda)(b-\lambda)$ gives
\begin{equation}
\frac{w_B}{w_A}=\frac{a-\lambda}{b-\lambda}
\quad\Rightarrow\quad
\frac{\ell_\pm}\hbar=\frac{a-b}{a+b-2\lambda_\pm}=\pm\frac{b-a}{2S}.
\end{equation}
The four values of $\ell$ add up to zero.

\subsection*{The opposite corner}

The force constants are real, so reversing $\mathbf q$ conjugates every phase factor: $D(-\mathbf q)=D(\mathbf q)^*$. Conjugating $D\mathbf e=\omega^2\mathbf e$, with $\omega^2$ real, shows that $\mathbf e^*$ is a mode at $-\mathbf K$ with the same frequency. Since $\mathbf c_\pm^*=\mathbf c_\mp$, every circle is now run in the opposite sense, and $\ell$ changes sign.

This answers your second question. The lattice as a whole prefers no sense; each rotating mode has a partner at the opposite corner. If both are excited equally and in phase, with $\mathbf f=\mathbf e_\kappa e^{i\mathbf K\cdot\mathbf r}$,
\begin{equation}
\mathrm{Re}[(\mathbf f+\mathbf f^*)e^{-i\omega t}]=2\,\mathrm{Re}(\mathbf f)\cos\omega t ,
\end{equation}
which is motion on a straight line. ``Nondegenerate'' therefore has to mean nondegenerate at fixed wavevector.

\subsection*{Your numbers}

In Rydberg units $\hbar=2m_e=a_0=1$ and $\hbar^2/(2m_ea_0^2)=1$ Ry, so a spring constant divided by a mass is directly a squared energy in $\mathrm{Ry}^2$. Here $\alpha=0.6+0.225=0.825$ and $\beta=0.6\ \mathrm{Ry}/a_0^2$. In units of $10^{-5}\ \mathrm{Ry}^2$,
\begin{align}
a&=4.125,\qquad b=8.250,\qquad c=4.243,\nonumber\\
S&=\sqrt{2.0625^2+4.243^2}=4.717,\nonumber\\
\lambda_\pm&=6.1875\pm4.717=10.905\ \text{and}\ 1.470 .
\end{align}
The coupled modes have $\ell_\pm=\pm\hbar\,4.125/(2\times4.717)=\pm0.437\,\hbar$. At $+K$, with $+$ for counterclockwise:
\begin{center}
\begin{tabular}{ccccc}
Mode & Energy (meV) & $A$ & $B$ & $\ell/\hbar$\\
1 & 52.2 & $-$ & $+$ & $-0.437$\\
2 & 87.4 & $+$ & rest & $+1$\\
3 & 123.6 & rest & $-$ & $-1$\\
4 & 142.1 & $-$ & $+$ & $+0.437$
\end{tabular}
\end{center}
The frequencies run from 12.6 to 34.4 THz. Modes 1 and 4 show why the sense of an atom and the net angular momentum must be kept apart. In both, $A$ turns clockwise and $B$ counterclockwise, but $A$ carries 72\% of the weight in mode 1 and $B$ carries 72\% in mode 4.

For a sense of scale, put a classical energy $\hbar\omega$ into every cell. Then $|Q|^2=2\hbar/\omega$ and $r_\kappa=\sqrt{\hbar w_\kappa/(M_\kappa\omega)}$. In mode 3 this is $1/\sqrt{10000\times0.009083}=0.105\,a_0$, about 3.5\% of the bond length. In mode 1 the radii are 0.097 and $0.086\,a_0$, close to the equal radii of the bond-preserving limit.

The circles can also be tested without the dynamical matrix. I integrated Newton's equations for a periodic $3\times3$ cell with the true, nonlinear spring lengths, starting each mode at one thousandth of these radii. Over one predicted period the atoms of each moving sublattice made on average one turn, to three decimals, in the sense tabulated; the spread between atoms was below 0.002 turns. Started from the conjugate vectors at $-K$, they made one turn the other way.

At the full radii, the true spring energy differs from its quadratic approximation by at most 1.8\% of the latter over the sampled phases of the four modes. This measures only the geometry of ideal springs; the anharmonicity of real bonds comes on top.

\subsection*{What the mass difference does}

For $M_A=M_B$ we have $a=b$, and modes 2 and 3 merge. Any combination $x\,\mathbf c_+$ on $A$ with $y\,\mathbf c_-$ on $B$ is then also a mode. Each atom still runs on a circle, but $\ell/\hbar=|x|^2-|y|^2$ can be anything between $-1$ and $1$. The outer modes stay nondegenerate and circular, with $w_A=w_B$ and $\ell=0$. So in this model the circles at $K$ do not need unequal masses. What the mass difference provides is four separate frequencies, each with a definite, nonzero $\ell$. It does so only through $a\neq b$. If the sublattices had different second-neighbour springs $g_\kappa$, then $\alpha_\kappa=\tfrac32k+\tfrac92g_\kappa$, $a=\alpha_A/M_A$ and $b=\alpha_B/M_B$: equal masses with $g_A\neq g_B$ would split the modes too, and unequal masses with $\alpha_A/M_A=\alpha_B/M_B$ would not. For your values modes 2 and 3 are 36.2 meV apart.

A very large mass ratio creates another near-degeneracy. Let $M_A\to\infty$ with $M_B$ and the springs fixed. From (\ref{secular}),
\begin{equation}
\lambda_+-b=\frac{c^2}{\lambda_+-a}\;\longrightarrow\;\frac{c^2}{b}=\frac{\beta^2}{\alpha M_A}\to0 .
\end{equation}
In modes 3 and 4 the heavy atoms now hardly move. What remains for the light atoms is the block $D_{BB}(\mathbf K)=b\,\mathbb 1$, which does not distinguish the two senses of rotation, so their clockwise and counterclockwise motions have almost the same frequency. A small perturbation that breaks the threefold symmetry can then combine them into an ellipse or a line. This near-degeneracy is not forced by symmetry. Threefold symmetry only makes $D_{BB}(\mathbf K)$ diagonal in the circular basis. The two entries are equal whenever the force-constant tensors between $B$ atoms are symmetric matrices, because $D_{BB}(\mathbf K)$ is then real, symmetric and threefold-invariant, hence proportional to $\mathbb 1$. That covers central springs of any range, pair springs with a sideways stiffness, and forces on the $A$--$B$--$A$ angle at a $B$ atom. A force on the $B$--$A$--$B$ angle at an $A$ atom is different. With $\mathbf t_j=(-\sin\theta_j,\cos\theta_j)$, the $B$ atom at the end of bond $j$ turns that bond by an amount proportional to $e^{i\theta_j}\,\mathbf t_j\cdot\mathbf c_s=is\,e^{i(1+s)\theta_j}/\sqrt2$. For $s=-1$ this is the same on all three bonds and the angles do not change; for $s=+1$ they do. Only $B_+$ is stiffened, and modes 3 and 4 then stay apart however heavy $A$ is.

\subsection*{How far the result reaches}

The circles at $K$ rest on threefold symmetry, not on central springs. Rotate a mode by $120^\circ$ about an $A$ atom, taken as origin. The vectors acquire factors $\mathbf c_\pm\to e^{\mp2\pi i/3}\mathbf c_\pm$. The wavevector goes to an equivalent corner $\mathbf K+\mathbf G$, which changes nothing on $A$ sites. On $B$ sites it gives the factor $e^{i\mathbf G\cdot\boldsymbol\delta_1}=e^{i\mathbf K\cdot(\boldsymbol\delta_3-\boldsymbol\delta_1)}=e^{-2\pi i/3}$, because rotating the wavevector forward is the same as rotating $\boldsymbol\delta_1$ back to $\boldsymbol\delta_3$. With $\eta=e^{2\pi i/3}$ the total factors are
\begin{equation}
A_+:\ \eta^*,\qquad A_-:\ \eta,\qquad B_+:\ \eta^*\eta^*=\eta,\qquad B_-:\ \eta\,\eta^*=1 .
\end{equation}
A threefold-symmetric dynamical matrix connects only motions with equal factors, so $A_-$ with $B_+$ is the one coupling allowed, whatever the range of the in-plane forces. Longer-range forces move the frequencies. They leave the circles intact unless a mode of the coupled pair happens to coincide with the $A_+$ or the $B_-$ mode.

Away from $K$ this protection is lost, and the orbits are in general ellipses. Each $\mathbf e_\kappa$ then contains both circular motions. Their angular momenta add without a cross term, so $\ell/\hbar=\sum_\kappa\big(|\mathbf c_+^\dagger\mathbf e_\kappa|^2-|\mathbf c_-^\dagger\mathbf e_\kappa|^2\big)$. On branch 3, at $0.05$, $0.10$ and $0.20\,|\mathbf K|$ from $K$ towards the zone centre, $\ell/\hbar$ is $-0.991$, $-0.964$ and $-0.880$. The slow start has a simple reason: $|\ell|$ cannot exceed $\hbar$, and for a nondegenerate mode $\ell$ varies smoothly with $\mathbf q$, so $-\hbar$ is a minimum and the first change is quadratic. The bound is not needed for the absence of a linear term: $\ell$ is unchanged when $\mathbf q-\mathbf K$ is rotated by $120^\circ$, so it has no term linear in $\mathbf q-\mathbf K$ on any nondegenerate branch, modes 1 and 4 included. Doubling the first distance indeed raises the loss from 0.009 to 0.036, nearly fourfold. At the edge midpoint $M$, the points $\mathbf q$ and $-\mathbf q$ are equivalent. A nondegenerate mode there is its own reversed partner, and $\ell=0$.

Your parameters are round model values, not those of a particular crystal. In a real flat two-species sheet, out-of-plane vibrations are added; mirror symmetry in the plane keeps them separate in the harmonic approximation. Uniaxial stress is more serious, since it breaks the threefold symmetry. It mixes the circular motions with amplitudes of order $|V|/|\omega_m^2-\omega_n^2|$, where $V$ is the stress-induced element of $D$ between modes $m$ and $n$, and the orbits of the atoms that were already moving become slightly elliptical. The sublattice that was at rest in mode 2 or 3 starts to move as well. When the stress changes the $A$--$B$ bonds, it receives both senses of rotation at the same order in $V$, so its orbit is small but in general not close to a circle. A change of the same-sublattice springs alone feeds in only one sense at first order: in mode 2, $A_+$ is coupled to $A_-$, which brings $B_+$ with it, but not to $B_-$. I have not computed $V$ for any material. The formula does show that, for a given $V$, well-separated frequencies keep the large orbits close to circles. The numerical output below lists the energies, weights and radii at $+K$, and the turns per period and $\ell$ at both corners.

\section*{Numbers as computed}
\begin{verbatim}
mass A = 20000, mass B = 10000 (unit 2 m_e)
spring k = 0.4 Ry/a0^2, spring g = 0.05 Ry/a0^2
bond length d = 3.0 a0, |K| = 0.8061 1/a0
alpha = 0.8250 Ry/a0^2, beta = 0.6000 Ry/a0^2
alpha/M_A = 4.1250e-05 Ry^2
alpha/M_B = 8.2500e-05 Ry^2
coupling beta/sqrt(M_A M_B) = 4.2426e-05 Ry^2
Mode 1 (lowest, coupled): omega^2 = 1.4701e-05 Ry^2
  energy = 0.003834 Ry = 52.17 meV
  frequency = 12.614 THz
  weight on A = 0.7186, on B = 0.2814
  radius, one quantum per cell: A 0.0968 a0, B 0.0857 a0
  turns per period at +K: A -1.000, B +1.000
  turns per period at -K: A +1.000, B -1.000
  ell at K: formula -0.4372 hbar, from motion -0.4372 hbar
  ell at -K from motion = +0.4372 hbar
  geometric anharmonic energy, at most 1.05 %
Mode 2 (A only): omega^2 = 4.1250e-05 Ry^2
  energy = 0.006423 Ry = 87.38 meV
  frequency = 21.129 THz
  weight on A = 1.0000, on B = 0.0000
  radius, one quantum per cell: A 0.0882 a0, B 0.0000 a0
  turns per period at +K: A +1.000, B +0.000
  turns per period at -K: A -1.000, B +0.000
  ell at K: formula +1.0000 hbar, from motion +1.0000 hbar
  ell at -K from motion = -1.0000 hbar
  geometric anharmonic energy, at most 1.48 %
Mode 3 (B only): omega^2 = 8.2500e-05 Ry^2
  energy = 0.009083 Ry = 123.58 meV
  frequency = 29.881 THz
  weight on A = 0.0000, on B = 1.0000
  radius, one quantum per cell: A 0.0000 a0, B 0.1049 a0
  turns per period at +K: A +0.000, B -1.000
  turns per period at -K: A +0.000, B +1.000
  ell at K: formula -1.0000 hbar, from motion -1.0000 hbar
  ell at -K from motion = +1.0000 hbar
  geometric anharmonic energy, at most 1.76 %
Mode 4 (highest, coupled): omega^2 = 1.0905e-04 Ry^2
  energy = 0.010443 Ry = 142.08 meV
  frequency = 34.355 THz
  weight on A = 0.2814, on B = 0.7186
  radius, one quantum per cell: A 0.0367 a0, B 0.0830 a0
  turns per period at +K: A -1.000, B +1.000
  turns per period at -K: A +1.000, B -1.000
  ell at K: formula +0.4372 hbar, from motion +0.4372 hbar
  ell at -K from motion = -0.4372 hbar
  geometric anharmonic energy, at most 0.03 %
gap between modes 2 and 3 = 36.20 meV
ell of branch 3, 0.05|K| from K to Gamma: -0.9906 hbar
ell of branch 3, 0.10|K| from K to Gamma: -0.9639 hbar
ell of branch 3, 0.20|K| from K to Gamma: -0.8798 hbar
\end{verbatim}
